**Biaxial moduli of (100) and (111) silicon and the resulting wafer bow**

For equal in-plane strain and traction-free faces, the biaxial modulus is M = 18KG/(3K + 4G). Here K = (C11 + 2C12)/3 is the bulk modulus, and the shear modulus G is (C11 − C12)/2 for (100) and C44 for (111). The program rotates the full stiffness tensor into each wafer frame, eliminates the out-of-plane strains numerically, and asserts that the moduli and normal strains agree with the formulas. It also asserts that E/(1 − ν) is the same at all sampled in-plane directions, and that equal strains on (110) give unequal stresses. A two-layer plate calculation tests the thin-film curvature law, the spherical shape of the bend, and the nearly proportional fall of the error with film thickness. The output gives 180.32 GPa for (100) and 229.08 GPa for (111). For a 0.5 µm film at 200 MPa on a wafer 725 µm thick and 200 mm wide, the bow is 31.65 µm on (100) and 24.91 µm on (111). Using the (100) modulus for the (111) wafer makes the inferred film stress 21.3 % too low.

## Numerical verification

```python
"""Biaxial moduli of cubic silicon for (100) and (111) wafers.

Result under test: equal in-plane strain e with a traction-free surface gives
equal in-plane stress M*e, where M = 18*K*G/(3*K + 4*G),
K = (C11 + 2*C12)/3 is the bulk modulus, and the shear modulus G is
Cprime = (C11 - C12)/2 for (100) and C44 for (111).
Also tested: thin-film curvature = 6*stress*film_thickness/(M*wafer_thickness^2).
All elastic constants and moduli are in GPa.
"""
import itertools
import numpy as np

C11, C12, C44 = 165.7, 63.9, 79.6
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
IN_PLANE, OUT_PLANE = [0, 1, 5], [2, 3, 4]
EQUAL = np.array([1.0, 1.0, 0.0])
# rows: two in-plane directions, then the surface normal
FRAMES = {
    "100": [[0, 1, 0], [0, 0, 1], [1, 0, 0]],
    "111": [[1, -1, 0], [1, 1, -2], [1, 1, 1]],
    "110": [[0, 0, 1], [1, -1, 0], [1, 1, 0]],
}


def condensed(constants, plane, angle=0.0):
    """Plane-stress stiffness and out-of-plane strains per unit equal strain."""
    c11, c12, c44 = constants
    voigt = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    voigt[:3, :3] += c12
    tensor = np.zeros((3, 3, 3, 3))
    for a, (i, j) in enumerate(PAIRS):
        for b, (k, l) in enumerate(PAIRS):
            for p, q in ((i, j), (j, i)):
                for r, s in ((k, l), (l, k)):
                    tensor[p, q, r, s] = voigt[a, b]
    axes = np.array(FRAMES[plane], dtype=float)
    axes /= np.linalg.norm(axes, axis=1)[:, None]
    c, s = np.cos(angle), np.sin(angle)
    axes = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]]) @ axes
    turned = np.einsum("ai,bj,ck,dl,ijkl->abcd", axes, axes, axes, axes,
                       tensor, optimize=True)
    full = np.array([[turned[i, j, k, l] for k, l in PAIRS]
                     for i, j in PAIRS])
    coupling = full[np.ix_(OUT_PLANE, IN_PLANE)]
    relax = -np.linalg.solve(full[np.ix_(OUT_PLANE, OUT_PLANE)], coupling)
    stiffness = full[np.ix_(IN_PLANE, IN_PLANE)] + coupling.T @ relax
    return stiffness, relax @ EQUAL


def modulus_100(c11, c12, c44):
    return c11 + c12 - 2 * c12**2 / c11


def modulus_111(c11, c12, c44):
    return 6 * c44 * (c11 + 2 * c12) / (c11 + 2 * c12 + 4 * c44)


silicon = (C11, C12, C44)
bulk = (C11 + 2 * C12) / 3
c_prime = (C11 - C12) / 2
assert min(bulk, c_prime, C44) > 0  # the crystal is stable

# Moduli and normal strains against elimination in the rotated full tensor
shear = {"100": c_prime, "111": C44}
explicit = {"100": modulus_100, "111": modulus_111}
M, normal_strain = {}, {}
for plane, G in shear.items():
    M[plane] = explicit[plane](*silicon)
    normal_strain[plane] = -(6 * bulk - 4 * G) / (3 * bulk + 4 * G)
    stiffness, relaxed = condensed(silicon, plane)
    assert np.allclose(stiffness @ EQUAL, M[plane] * EQUAL, atol=1e-9)
    assert np.allclose(relaxed, [normal_strain[plane], 0, 0], atol=1e-12)
    unified = 18 * bulk * G / (3 * bulk + 4 * G)
    assert np.isclose((stiffness @ EQUAL)[0], unified, rtol=1e-12)
assert round(M["100"]) == 180 and round(M["111"]) == 229

# The order of the two moduli follows the order of C44 and Cprime
for model, expected_sign in (((200, 60, 40), -1), ((200, 60, 70), 0),
                             ((200, 60, 100), 1)):
    m100 = (condensed(model, "100")[0] @ EQUAL)[0]
    m111 = (condensed(model, "111")[0] @ EQUAL)[0]
    difference = m111 - m100
    assert (abs(difference) < 1e-9 if expected_sign == 0
            else difference * expected_sign > 1)

# On (110) equal strains give unequal stresses
strain_110 = -(C11 + 3 * C12 - 2 * C44) / (C11 + C12 + 2 * C44)
stress_001 = C11 + C12 * (1 + strain_110)
stress_1m10 = 2 * C44 * (1 - strain_110)
stiffness, relaxed = condensed(silicon, "110")
assert np.allclose(stiffness @ EQUAL, [stress_001, stress_1m10, 0], atol=1e-9)
assert np.allclose(relaxed, [strain_110, 0, 0], atol=1e-12)
assert abs(stress_1m10 - stress_001) > 10

# Directional Young's modulus and Poisson's ratio within each wafer plane
young, poisson = {}, {}
for plane in shear:
    young[plane], poisson[plane] = [], []
    for angle in np.linspace(0, np.pi / 4, 10):
        compliance = np.linalg.inv(condensed(silicon, plane, angle)[0])
        E = 1 / compliance[0, 0]
        nu = -compliance[0, 1] * E
        assert np.isclose(E / (1 - nu), M[plane], rtol=1e-10)
        young[plane].append(E)
        poisson[plane].append(nu)
assert np.ptp(young["111"]) < 1e-8 and np.ptp(poisson["111"]) < 1e-10
assert np.ptp(young["100"]) > 20 and np.ptp(poisson["100"]) > 0.1

# Spread of each modulus when every constant is uncertain by 0.05 GPa
spread = {}
for plane in shear:
    values = [explicit[plane](*(np.array(silicon) + 0.05 * np.array(signs)))
              for signs in itertools.product((-1, 1), repeat=3)]
    spread[plane] = max(abs(v - M[plane]) for v in values)

# Wafer bow: round model parameters
film_stress = 0.2          # GPa
film_thickness = 0.5e-6    # m
wafer_thickness = 725e-6   # m
wafer_radius = 0.1         # m
film_E, film_nu = 100.0, 0.25
film_M = film_E / (1 - film_nu)
film_Q = film_E / (1 - film_nu**2) * np.array(
    [[1, film_nu, 0], [film_nu, 1, 0], [0, 0, (1 - film_nu) / 2]])


def layered_curvature(wafer_Q, ratio):
    """Curvature times wafer thickness from balance of a two-layer plate."""
    top = 0.5 + ratio
    f0, f1, f2 = ratio, (top**2 - 0.25) / 2, (top**3 - 0.125) / 3
    system = np.block([[wafer_Q + f0 * film_Q, f1 * film_Q],
                       [f1 * film_Q, wafer_Q / 12 + f2 * film_Q]])
    load = film_Q @ (-film_stress / film_M * EQUAL)
    return np.linalg.solve(system, np.concatenate([f0 * load, f1 * load]))[3:]


curvature, bow, thin_error = {}, {}, {}
thickness_ratio = film_thickness / wafer_thickness
for plane in shear:
    curvature[plane] = (6 * film_stress * film_thickness
                        / (M[plane] * wafer_thickness**2))
    bow[plane] = curvature[plane] * wafer_radius**2 / 2
    wafer_Q = condensed(silicon, plane)[0]
    errors = []
    for ratio in (thickness_ratio, thickness_ratio / 10):
        bend = layered_curvature(wafer_Q, ratio)
        assert abs(bend[0] - bend[1]) < 1e-8 * abs(bend[0])
        assert abs(bend[2]) < 1e-8 * abs(bend[0])
        predicted = 6 * film_stress * ratio / M[plane]
        errors.append(predicted / -bend[0] - 1)
    assert abs(errors[0]) < 0.005
    # next-order terms in the thickness ratio leave a small departure from 10
    assert abs(errors[0] / errors[1] - 10) < 0.2
    thin_error[plane] = errors[0]
wrong_stress = (M["100"] * curvature["111"] * wafer_thickness**2
                / (6 * film_thickness))

print(f"C11, C12, C44 = {C11}, {C12}, {C44} GPa")
print(f"bulk modulus K = {bulk:.3f} GPa")
print(f"shear modulus Cprime = {c_prime:.2f} GPa")
print(f"anisotropy ratio C44/Cprime = {C44 / c_prime:.3f}")
for plane in shear:
    print(f"({plane}) biaxial modulus = {M[plane]:.2f} GPa")
    print(f"({plane}) spread from rounding = +/-{spread[plane]:.2f} GPa")
    print(f"({plane}) normal strain / e = {normal_strain[plane]:.4f}")
    print(f"({plane}) Young's modulus, lowest = {min(young[plane]):.1f} GPa")
    print(f"({plane}) Young's modulus, highest = {max(young[plane]):.1f} GPa")
    print(f"({plane}) Poisson's ratio, lowest = {min(poisson[plane]):.3f}")
    print(f"({plane}) Poisson's ratio, highest = {max(poisson[plane]):.3f}")
print(f"modulus ratio (111)/(100) = {M['111'] / M['100']:.4f}")
print(f"(110) normal strain / e = {strain_110:.4f}")
print(f"(110) stress / e along [001] = {stress_001:.2f} GPa")
print(f"(110) stress / e along [1-10] = {stress_1m10:.2f} GPa")
print(f"film stress = {film_stress * 1e3:.0f} MPa")
print(f"film thickness = {film_thickness * 1e6:.1f} um")
print(f"wafer thickness = {wafer_thickness * 1e6:.0f} um")
print(f"wafer diameter = {2 * wafer_radius * 1e3:.0f} mm")
print(f"film force per length = {film_stress * film_thickness * 1e9:.0f} N/m")
print(f"film Young's modulus in layered test = {film_E:.0f} GPa")
print(f"film Poisson's ratio in layered test = {film_nu:.2f}")
for plane in shear:
    print(f"({plane}) curvature = {curvature[plane] * 1e3:.3f} 1/km")
    print(f"({plane}) radius of curvature = {1 / curvature[plane]:.1f} m")
    print(f"({plane}) bow = {bow[plane] * 1e6:.2f} um")
    print(f"({plane}) thin-film law error = {thin_error[plane] * 100:.3f} %")
print(f"(111) stress inferred with (100) modulus = {wrong_stress * 1e3:.1f} MPa")
print(f"error of that stress = {(wrong_stress / film_stress - 1) * 100:.1f} %")
print("tests ok")
```

Running it gives:

```
C11, C12, C44 = 165.7, 63.9, 79.6 GPa
bulk modulus K = 97.833 GPa
shear modulus Cprime = 50.90 GPa
anisotropy ratio C44/Cprime = 1.564
(100) biaxial modulus = 180.32 GPa
(100) spread from rounding = +/-0.09 GPa
(100) normal strain / e = -0.7713
(100) Young's modulus, lowest = 130.1 GPa
(100) Young's modulus, highest = 169.1 GPa
(100) Poisson's ratio, lowest = 0.062
(100) Poisson's ratio, highest = 0.278
(111) biaxial modulus = 229.08 GPa
(111) spread from rounding = +/-0.13 GPa
(111) normal strain / e = -0.4390
(111) Young's modulus, lowest = 169.1 GPa
(111) Young's modulus, highest = 169.1 GPa
(111) Poisson's ratio, lowest = 0.262
(111) Poisson's ratio, highest = 0.262
modulus ratio (111)/(100) = 1.2705
(110) normal strain / e = -0.5098
(110) stress / e along [001] = 197.03 GPa
(110) stress / e along [1-10] = 240.36 GPa
film stress = 200 MPa
film thickness = 0.5 um
wafer thickness = 725 um
wafer diameter = 200 mm
film force per length = 100 N/m
film Young's modulus in layered test = 100 GPa
film Poisson's ratio in layered test = 0.25
(100) curvature = 6.331 1/km
(100) radius of curvature = 158.0 m
(100) bow = 31.65 um
(100) thin-film law error = 0.135 %
(111) curvature = 4.983 1/km
(111) radius of curvature = 200.7 m
(111) bow = 24.91 um
(111) thin-film law error = 0.092 %
(111) stress inferred with (100) modulus = 157.4 MPa
error of that stress = -21.3 %
tests ok
```
